\section*{Does density-matrix decay follow the square root of the band gap?}

\section*{Question}

I want to estimate how far the density matrix of an insulator reaches, in order to choose a truncation radius. My argument is that a state at energy $\Delta E$ inside the gap decays with the wavenumber $\sqrt{2m^*\Delta E}/\hbar$. Since $\Delta E$ is at most of the order of the gap $E_g$, the density matrix should decay as $e^{-\gamma|x-x'|}$ with $\gamma\propto\sqrt{E_g}$. Reducing the gap by a factor of four should then double the decay length.

Is this a general law? In particular, does it hold for a Kronig--Penney chain whose potential is made weaker and weaker? If it does not, which step of my argument fails?

\section*{Answer}

It is not a general law. In a weak Kronig--Penney potential $\gamma$ is proportional to $E_g$ itself, so a gap four times smaller gives a decay length four times larger. Your evanescent-wave formula holds near a band edge and, for a weak potential, gives the right scaling, but $m^*$ cannot be held fixed: in this limit it is itself proportional to the gap. To show this I first find the decay rate of the density matrix, and then compare it with the gap.

\subsection*{Model and Green function}

Take independent electrons in one dimension at zero temperature, with the lowest band full, and count one spin. Lengths are in units of the lattice constant $a$ and energies in units of $\hbar^2/(ma^2)$, where $m$ is the free-electron mass. The Hamiltonian is
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}+p\sum_n\delta(x-n),\qquad p=\frac{m\lambda a}{\hbar^2},
\end{equation}
where $\lambda$ is the strength of each delta function in ordinary units. Let $G_n(E)$ be the value at site $x=n$ of the solution of $(E-H)G=\delta(x)$, and put $\theta=\sqrt{2E}$. Between sites $G''=-\theta^2G$, so for $n<x<n+1$
\begin{equation}
G(x)=\frac{G_n\sin\theta(n+1-x)+G_{n+1}\sin\theta(x-n)}{\sin\theta}.
\end{equation}
The slopes just right and just left of site $n$ are therefore
\begin{equation}
G'(n^+)=\frac{\theta(G_{n+1}-G_n\cos\theta)}{\sin\theta},\qquad
G'(n^-)=\frac{\theta(G_n\cos\theta-G_{n-1})}{\sin\theta}.
\end{equation}
Integrating the differential equation across the site gives $\frac12[G'(n^+)-G'(n^-)]-pG_n=\delta_{n0}$. Inserting the slopes and multiplying by $2\sin\theta/\theta$,
\begin{equation}
G_{n+1}+G_{n-1}-2F G_n=\frac{2\sin\theta}{\theta}\,\delta_{n0},\qquad
F(E)=\cos\theta+p\,\frac{\sin\theta}{\theta}.
\label{eq:chain}
\end{equation}
Without the source, $G_n=e^{ikn}$ gives the band condition $\cos k=F(E)$. Bands have $|F|\le1$, and in the first gap $F<-1$.

With the source, the decaying solution is $G_n=G_0\mu^{|n|}$, where $\mu+1/\mu=2F$ and $|\mu|<1$. The equation at $n=0$ reads $G_0[2\mu-(\mu+1/\mu)]=2\sin\theta/\theta$, so
\begin{equation}
G_0=\frac{2\sin\theta}{\theta\,(\mu-1/\mu)}.
\label{eq:G0}
\end{equation}

\subsection*{Which energy in the gap sets the decay?}

The density matrix is the projector on the filled band, $\rho=(2\pi i)^{-1}\oint dE\,(E-H)^{-1}$, with the contour running counterclockwise around that band. Let its right side be the vertical line $E=E_c+i\eta$, with $E_c$ in the gap, and close it by a large arc on the left. There $|G_0|$ falls as $1/|\theta|$ and $|\mu|$ as $e^{-\mathrm{Im}\,\theta}$, with $\mathrm{Im}\,\theta$ growing as the root of the radius. For $j\ge1$ the arc thus contributes nothing in the limit, and since $dE=i\,d\eta$,
\begin{equation}
\rho_j\equiv\rho(0,j)=\frac1{2\pi}\int_{-\infty}^{\infty}d\eta\;G_0\,\mu^j .
\label{eq:line}
\end{equation}

Write $|\mu|=e^{-\kappa}$. To see how $\kappa$ changes along the line, set $F=\cos(k'+i\kappa)$. Then
\begin{align}
|F-1|&=2\left|\sin\tfrac{k'+i\kappa}{2}\right|^2=\cosh\kappa-\cos k',\\
|F+1|&=2\left|\cos\tfrac{k'+i\kappa}{2}\right|^2=\cosh\kappa+\cos k',
\end{align}
and the sum is $2\cosh\kappa=|F-1|+|F+1|$.

Both $F-1$ and $F+1$ are entire functions of $E$, because $\cos\theta$ and $\sin\theta/\theta$ are even in $\theta$. They grow no faster than $e^{\sqrt{2|E|}}$ up to a constant factor, so by Hadamard's theorem each is a constant times a product $\prod_n(1-E/E_n)$ over its zeros (if a zero lies at $E=0$, shift the energy origin). The zeros are eigenvalues of $H$ on one cell with periodic or antiperiodic boundary conditions, and are therefore real. Each factor $|E_c+i\eta-E_n|$ grows with $|\eta|$, and so does $\kappa$. The integrand decays most slowly with $j$ at the point where the line crosses the real axis.

We may choose the crossing point, and the best choice is the energy $E_0$ at which $\kappa$ is largest. In the gap $\cosh\kappa=-F$, so $F'(E_0)=0$. This point is unique: the product form gives
\begin{equation}
\frac{d^2}{dE^2}\ln|F-1|=-\sum_n\frac1{(E-E_n)^2}<0 ,
\end{equation}
and a strictly concave function has at most one stationary point. At $E_0$ the left side equals $F''/(F-1)$ with $F-1<0$, hence $F''(E_0)>0$.

Let $\gamma=\kappa(E_0)$. Differentiating $\cosh\kappa=-F$ twice at $E_0$ gives $\kappa''\sinh\gamma=-F''$. Moving from $E_0$ to $E_0+i\eta$ reverses the sign of the quadratic term, so
\begin{equation}
\mu^j\simeq(-1)^j e^{-\gamma j}\,e^{-j|\kappa''|\eta^2/2},\qquad |\kappa''|=\frac{F''(E_0)}{\sinh\gamma}.
\end{equation}
At $E_0$, $\mu-1/\mu=-e^{-\gamma}+e^{\gamma}=2\sinh\gamma$. With Eq.~\eqref{eq:G0} and the Gaussian integral $\sqrt{2\pi/(j|\kappa''|)}$, Eq.~\eqref{eq:line} becomes
\begin{equation}
\rho_j\simeq(-1)^j\,\frac{\sin\theta_0}{\theta_0\sinh\gamma}\,
\frac{e^{-\gamma j}}{\sqrt{2\pi j|\kappa''|}},\qquad \theta_0=\sqrt{2E_0},
\label{eq:asym}
\end{equation}
for large $j$. The decay rate is thus the largest imaginary wavenumber in the gap. For $p=1$ and $j=52$ this formula gives $-7.36\times10^{-9}$, while summing the occupied eigenvectors of a grid Hamiltonian gives $-7.27\times10^{-9}$.

For a general starting point $x$, the decaying Bloch solution gives $G(x,x+j;E)=\mu^jG(x,x;E)$. The exponent is the same, but the leading prefactor vanishes wherever $G(x,x;E_0)=0$.

\subsection*{The weak comb}

The first gap opens around $\theta=\pi$. Put $\theta=\pi+\delta$, so that $\cos\theta=-\cos\delta$ and $\sin\theta=-\sin\delta$:
\begin{equation}
-F=\cos\delta+\frac{p\sin\delta}{\pi+\delta}.
\label{eq:Fdelta}
\end{equation}

\emph{The gap.} At the edges $-F=1$. Using $1-\cos\delta=2\sin^2(\delta/2)$ and $\sin\delta=2\sin(\delta/2)\cos(\delta/2)$, one edge has $\delta=0$ and the other satisfies
\begin{equation}
(\pi+\delta)\tan(\delta/2)=p .
\label{eq:edge}
\end{equation}
For small $p$, replacing the tangent by $\delta/2$ makes an error of order $p^3$, so $\pi\delta=2p-\delta^2$. The energy difference between the edges is
\begin{equation}
\frac{(\pi+\delta)^2-\pi^2}{2}=\pi\delta+\frac{\delta^2}{2}
=2p-\frac{\delta^2}{2}=2p-\frac{2p^2}{\pi^2}+O(p^3),
\end{equation}
where the last step uses $\delta\simeq2p/\pi$. Its modulus is the gap,
\begin{equation}
E_g=2|p|\left(1-\frac p{\pi^2}\right)+O(|p|^3).
\label{eq:gapweak}
\end{equation}

\emph{The rate.} Within the gap $\delta$ is of order $p$. Expanding Eq.~\eqref{eq:Fdelta} through third order in small quantities,
\begin{equation}
-F=1+\frac{p\delta}{\pi}-\frac12\left(1+\frac{2p}{\pi^2}\right)\delta^2+O(p^4).
\end{equation}
This parabola peaks at $\delta=(p/\pi)/(1+2p/\pi^2)$, where
\begin{equation}
\cosh\gamma=1+\frac{p^2}{2\pi^2(1+2p/\pi^2)}+O(p^4).
\end{equation}
Since $\cosh\gamma=1+\gamma^2/2+O(\gamma^4)$,
\begin{equation}
\gamma=\frac{|p|}{\pi}\left(1+\frac{2p}{\pi^2}\right)^{-1/2}+O(|p|^3)
=\frac{|p|}\pi\left(1-\frac p{\pi^2}\right)+O(|p|^3).
\label{eq:rateweak}
\end{equation}
The same bracket appears in Eqs.~\eqref{eq:gapweak} and \eqref{eq:rateweak} and cancels in the ratio. In ordinary units,
\begin{equation}
\gamma=\frac{maE_g}{2\pi\hbar^2}\left[1+O(p^2)\right]
=\frac{E_g}{2\hbar v}\left[1+O(p^2)\right],\qquad v=\frac{\pi\hbar}{ma}.
\label{eq:linear}
\end{equation}
Here $v$ is the free-electron velocity at the zone boundary, which stays fixed as the potential is reduced. The relative correction to the linear law is $1.50\times10^{-5}$ at $p=0.1$ and $6.05\times10^{-5}$ at $p=0.2$, a factor of four for a doubling of $p$.

The exponential form needs a large distance. At leading order $\kappa(E)=\sqrt{p^2-\varepsilon^2}/\pi$, with $\varepsilon$ the energy measured from midgap (derived below), so $|\kappa''|=1/(\pi|p|)$. The Gaussian has width $\sqrt{\pi|p|/j}$ in energy, and this must be much smaller than the half-gap $|p|$. That requires $j\gg\pi/|p|\simeq1/\gamma$: Eq.~\eqref{eq:asym} applies beyond several decay lengths.

\subsection*{Where the square-root argument fails}

Near the zone boundary a weak potential mixes mainly two plane waves, with wavenumbers $\pi+q$ and $-\pi+q$. To leading order their kinetic energies are $\pi^2/2\pm\pi q$, and the comb couples them through its Fourier component $p$. The mean value of the comb, also $p$, shifts both diagonal energies, so midgap lies at $\pi^2/2+p$ and one edge at $\pi^2/2$, as found above. With $\varepsilon=E-\pi^2/2-p$, the two-by-two determinant gives
\begin{equation}
\varepsilon^2=\pi^2q^2+p^2 .
\end{equation}
The gap is $2|p|$. Setting $q=i\kappa$ yields $\kappa=\sqrt{p^2-\varepsilon^2}/\pi$, which is largest at midgap, where it equals $|p|/\pi$. Near an edge,
\begin{equation}
|\varepsilon|\simeq|p|+\frac{\pi^2q^2}{2|p|}
\quad\Longrightarrow\quad m^*=\frac{|p|}{\pi^2}=\frac{E_g}{2\pi^2}.
\end{equation}
Hence
\begin{equation}
\gamma=\frac{|p|}{\pi}=\sqrt{\frac{m^*E_g}{2}} .
\label{eq:mass}
\end{equation}
There is your square root, up to a constant: the parabolic formula $\sqrt{2m^*\Delta E}$ holds near an edge, and at midgap, $\Delta E=E_g/2$, it would give $\sqrt{m^*E_g}$, larger than $\gamma$ by $\sqrt2$. Both factors under it are proportional to the potential, however, so the result is linear. A small gap opened by a weak potential comes with strongly curved band edges and a light mass, and light particles tunnel far.

For the comb, the mass at the edge $\theta=\pi$ can be found without the two-wave approximation. There
\begin{equation}
\frac{dF}{dE}=\frac1\theta\frac{dF}{d\theta}
=\frac1\pi\left(-\frac p\pi\right)=-\frac p{\pi^2},
\end{equation}
and expanding $\cos(\pi+q)=F$ gives $q^2/2=-(p/\pi^2)(E-\pi^2/2)$. Thus $|m^*|=|p|/\pi^2$ for any nonzero $p$. At $p=0.25$ this is $0.02533$ free-electron masses, and the band curvature from the grid Hamiltonian gives $0.02535$ with 80 points per cell and a step of $0.002$ in $k$ (it moves to $0.02533$ with 240 points and a step of $0.001$). Equation~\eqref{eq:mass} with the grid mass then gives $0.0786$ against the actual rate $0.0776$; the two-band formula is a leading-order result. The opposite edge has a mass of $0.0241$, which would give $0.0767$.

The two-wave argument uses only the Fourier component that opens the gap, so at leading order it covers other weak potentials in which that component is nonzero. For $2U\cos(2\pi x)$ with $U=0.5$, diagonalization gives $E_g=1.000$ and $\gamma=0.159$, equal to $E_g/(2\pi)$ to the digits shown.

\subsection*{A worked case}

Let $a=0.50$~nm, so that $\hbar^2/(ma^2)=0.3048$~eV. For $\lambda=0.040$~eV\,nm,
\begin{equation}
p=\frac{0.040/0.50}{0.3048}=0.262,\qquad E_g=0.1558\ \text{eV}.
\end{equation}
The linear law gives the decay length
\begin{equation}
\frac1\gamma\simeq\frac{2\pi a}{E_g/(\hbar^2/ma^2)}
=\frac{2\pi\times0.50\ \text{nm}}{0.1558/0.3048}=6.15\ \text{nm},
\end{equation}
and the full comb equation gives $6.14$~nm. Now weaken the comb to $\lambda=0.010$~eV\,nm. The gap falls to $0.0397$~eV, smaller by a factor of $3.92$. A square-root law calibrated on the first comb predicts $6.14\sqrt{3.92}=12.2$~nm. The actual decay length is $24.1$~nm, so the square root underestimates it by a factor of two. A truncation radius set by a fixed tolerance grows less than the decay length, because the prefactor in Eq.~\eqref{eq:asym} also shrinks with the gap: for a weak comb $|\rho_j|\simeq\pi^{-1}\sqrt{|p|/(2j)}\,e^{-\gamma j}$ from site to site, and the largest elements between points off the sites are about twice this. Between these two combs the distance beyond which $|\rho(x,x')|$, taken over all pairs of points, stays below $10^{-3}/a$ grows by a factor of $2.7$, and for $10^{-6}/a$ by $3.4$, against $1.98$ from the square root. A radius scaled by the square root is then too short by about $1.34$ and $1.7$; the full factor of two is reached only as the tolerance goes to zero, and at the loose tolerance $10^{-2}/a$ the radius grows by only $1.8$. If only the site-to-site elements $\rho_j$ are counted, the growth factors are $2.4$ at $10^{-3}/a$, $3.4$ at $10^{-6}/a$ and $1.0$ at $10^{-2}/a$.

\subsection*{When a square root does appear}

Make the comb attractive and deep: $p=-g$ with $g\gg1$. In the part of the gap that matters $E=-\beta^2/2$, so $\theta=i\beta$ and
\begin{equation}
-F=g\,\frac{\sinh\beta}\beta-\cosh\beta\simeq\frac{e^\beta}{2}\,\frac{g-\beta}{\beta}.
\end{equation}
With $\cosh\kappa\simeq e^\kappa/2$ this is $\kappa\simeq\beta+\ln(g-\beta)-\ln\beta$. Its maximum satisfies
\begin{equation}
1-\frac1{g-\beta}-\frac1\beta=0 ,
\end{equation}
so $\beta=g-1+O(1/g)$ and
\begin{equation}
\gamma=g-1-\ln g+O(1/g).
\end{equation}
For the gap, Eq.~\eqref{eq:edge} is $-\theta\cot(\theta/2)=p$, which becomes $\beta\coth(\beta/2)=g$. Hence $\beta\simeq g$ at the top of the filled band, up to exponentially small terms. The empty band starts at $\theta=\pi$, so $E_g\simeq(g^2+\pi^2)/2$. Therefore $\gamma/\sqrt{2E_g}\to1$, or $\gamma\to\sqrt{2mE_g}/\hbar$ in ordinary units. The mass in this root is the free-electron mass, which does not change with the gap.

The approach is slow because of the logarithm. The local exponent $d\ln\gamma/d\ln E_g$ is $1.000$ at $p=-0.1$, $0.715$ at $p=-10$, $0.525$ at $p=-100$ and $0.508$ at $p=-400$.

A strongly repulsive comb follows neither law. As $p\to+\infty$, Eq.~\eqref{eq:edge} drives the upper edge to $\theta=2\pi$, and the gap saturates at $(4\pi^2-\pi^2)/2=3\pi^2/2\simeq14.80$. Meanwhile $-F\simeq p|\sin\theta|/\theta$ keeps growing, so
\begin{equation}
\gamma\simeq\ln(2ps),\qquad s=\max_{\pi<\theta<2\pi}\frac{|\sin\theta|}\theta=0.217 .
\end{equation}
From $p=100$ to $p=1000$ the gap rises from $14.04$ to $14.73$ while $\gamma$ goes from $3.78$ to $6.08$.

Even at a fixed lattice constant and filling, then, the gap alone does not determine the decay rate. The combs with $p=95.0$ and $p=-4.38$ both have $E_g=14.0$, but their rates are $3.73$ and $2.20$. For the decay rate that enters your truncation radius, use $\gamma=E_g/(2\hbar v)$ if the whole potential is weak and the system is one-dimensional, with $v$ the free-electron velocity at that gap. This is $\pi\hbar/(ma)$ with one band full, but $2\pi\hbar/(ma)$ with two: for $\cos(2\pi x)+\cos(4\pi x)$ with two bands full, $E_g=1.024$ and $\gamma=0.0815=E_g/(4\pi)$. If a weak modulation opens the gap inside a band of a strong potential, as in a dimerized chain, the free-electron velocity does not apply. For a comb with strengths alternating as $p=-4\pm0.01$, $E_g=0.0803$ and $\gamma=0.0680$; the velocity of the unmodulated band at that energy, $0.590$, gives $0.0681$, while the free-electron value $\pi/2$ gives $0.0256$. The radius itself also depends on the tolerance and on the prefactor. For a stronger comb, compute the largest imaginary wavenumber in the gap. The numerical check below compares both the gaps and the rates with direct diagonalization, for combs from $p=-8$ to $p=20$; the values quoted for stronger combs come from the comb equation alone.

\section*{Numbers as computed}
\begin{verbatim}
Units: energy hbar^2/(m a^2), rate 1/a, unless stated
Grid diagonalization against comb equation
      p   gap(grid)  gap(eq.)  rate(grid) rate(eq.)  gap/(2pi)
   0.25     0.4876     0.4876     0.0776     0.0776     0.0776
   0.50     0.9511     0.9511     0.1514     0.1514     0.1514
   1.00     1.8114     1.8114     0.2887     0.2887     0.2883
  -0.25     0.5129     0.5129     0.0816     0.0816     0.0816
  -2.00     4.9342     4.9348     0.7880     0.7882     0.7854
  -8.00    36.8111    36.8917     5.0506     5.0656     5.8715
  20.00    11.4521    11.4561     2.2234     2.2209     1.8233
Exponent from grid data, p=0.25 to 0.5: 1.0005
p=1, j=52: rho(grid) = -7.2719e-09 1/a, asymptotic = -7.3580e-09 1/a
p=0.25: edge mass (grid) = 0.02535 m, p/pi^2 = 0.02533 m
p=0.25: sqrt(mass*gap/2) = 0.07861, rate = 0.07761
Cosine, U=0.5: gap = 0.9998, rate(grid) = 0.1591, gap/(2pi) = 0.1591
p=0.1: 2 pi rate/gap - 1 = 1.501e-05
p=0.2: 2 pi rate/gap - 1 = 6.050e-05
Attractive comb from weak to deep
       p         gap       rate   rate/gap  rate/sqrt(2gap) exponent
   -0.01     0.02002    0.00319    0.15915      0.01592       1.0000
   -0.10     0.20204    0.03216    0.15916      0.05059       1.0000
   -1.00     2.21774    0.35341    0.15936      0.16781       1.0020
  -10.00    54.92571    6.80954    0.12398      0.64970       0.7152
 -100.00  5004.93480   94.40493    0.01886      0.94358       0.5248
 -400.00 80004.93480  393.01104    0.00491      0.98250       0.5076
p=-400: g - 1 - ln g = 393.00854
Repulsive comb: gap saturates, rate does not
limit of gap 3pi^2/2 = 14.8044, s = 0.21723
p=    10: gap = 9.1490, rate = 1.5978, ln(2ps) = 1.4690
p=   100: gap = 14.0388, rate = 3.7819, ln(2ps) = 3.7715
p=  1000: gap = 14.7257, rate = 6.0751, ln(2ps) = 6.0741
Equal gap 14.0: p=95.012 rate=3.7314; p=-4.380 rate=2.2003
Example: a = 0.50 nm, hbar^2/(m a^2) = 0.30480 eV
lambda = 0.040 eV nm: p = 0.26247, gap = 0.15582 eV
   rate = 0.16275 1/nm, length = 6.144 nm, linear law length = 6.145 nm
lambda = 0.010 eV nm: p = 0.06562, gap = 0.03974 eV
   rate = 0.04150 1/nm, length = 24.098 nm, linear law length = 24.098 nm
gap ratio = 3.9216, length ratio = 3.9219
Second length by a square-root law = 12.168 nm
\end{verbatim}
